\section*{Holding Ion Energy Constant on a Silica Wafer with a Bias Ramp}

\section*{Question}

I am trying to etch a silica wafer directionally with argon ions. The wafer is 0.5 mm thick, has relative permittivity 3.9, and lies on a metal electrode. Its top surface receives 1 mA/cm$^2$ of positive charge from the plasma. I want the ions to arrive at about 50 eV and to keep that energy.

If I step the electrode to a constant negative voltage, the ions start at the right energy, but the surface then charges positively and they slow down. I have been told to let the electrode voltage fall linearly instead. How steep must the ramp be?

I get stuck on the capacitance. The silica is a capacitor, but so is the sheath above it, and the two look as if they were in series. Do I divide the current by the silica capacitance or by the series combination? Does the answer depend on the ion energy I want? And how badly does it go wrong if the ramp is slightly off?

\section*{Answer}

Divide by the silica capacitance alone. The sheath capacitance carries current when the sheath voltage changes, and your aim is that it should not change. The sheath returns when the ramp is wrong, and it then helps to set how fast the energy drifts.

\subsection*{Setting up the charge balance}

Take everything to vary along one direction, $x$, pointing from the plasma into the wafer. Let $V_s$ be the potential of the top surface, $V_b$ that of the electrode, and $V$ the sheath voltage, that is, the potential of the sheath edge minus $V_s$. The plasma potential and the supply of ions are steady. An ion that crosses the sheath without a collision lands with energy $eV$ plus the small energy it had at the sheath edge. Constant ion energy therefore means constant $V$, and hence constant $V_s$.

Let $J$ be the net positive current density reaching the surface: arriving ions, plus secondary electrons leaving, minus plasma electrons arriving. I read your 1 mA/cm$^2$ as this net value. With no leakage through the silica, the surface charge density $\sigma$ obeys
\begin{equation}
\frac{d\sigma}{dt}=J .
\end{equation}

There is no free charge inside the silica, so its field is uniform and equals $(V_s-V_b)/d$, where $d$ is the thickness. The electric displacement in it is
\begin{equation}
\varepsilon_0\varepsilon_r\frac{V_s-V_b}{d}=C(V_s-V_b),
\qquad C=\frac{\varepsilon_0\varepsilon_r}{d},
\end{equation}
with $C$ the capacitance per unit area. Just above the surface the displacement is $\varepsilon_0E_s$, where $E_s>0$ is the sheath field pointing into the wafer. Gauss's law for a thin box around the surface says that displacement out below minus displacement in above equals the enclosed charge:
\begin{equation}
C(V_s-V_b)-\varepsilon_0E_s=\sigma .
\label{gauss}
\end{equation}
Differentiating in time gives
\begin{equation}
C\left(\frac{dV_s}{dt}-\frac{dV_b}{dt}\right)-\varepsilon_0\frac{dE_s}{dt}=J .
\label{balance}
\end{equation}

\subsection*{The ramp}

Suppose $V_s$ is constant. With a steady ion supply, the sheath is then steady once the ions already in flight have crossed it, so $dE_s/dt=0$. Both sheath terms in (\ref{balance}) vanish, leaving
\begin{equation}
-\frac{dV_b}{dt}=\frac{J}{C}=\frac{Jd}{\varepsilon_0\varepsilon_r}.
\label{ramp}
\end{equation}

The converse also holds. Start from a steady sheath and apply (\ref{ramp}). A solution with $V_s$ and $E_s$ unchanged satisfies (\ref{balance}) at every instant, and the ions in that unchanged field continue to deliver the same $J$. Since the starting state and the applied voltage determine the later motion, this is what happens.

For your wafer,
\begin{align}
C&=\frac{(8.854\times10^{-12}\ \mathrm{F/m})(3.9)}{0.5\times10^{-3}\ \mathrm{m}}
=6.906\ \mathrm{pF/cm^2},\\
\frac{J}{C}&=\frac{10^{-3}\ \mathrm{A/cm^2}}{6.906\times10^{-12}\ \mathrm{F/cm^2}}
=1.448\times10^{8}\ \mathrm{V/s}.
\end{align}
The electrode must fall by about 145 V/$\mu$s. Each microsecond of collected charge would raise the surface by 145 V, and the electrode goes down by the same amount to cancel the rise.

The desired energy does not appear in (\ref{ramp}) when $J$ is held fixed. The initial negative voltage step selects the energy; once the sheath has settled, the ramp holds it. The step must be larger than the wanted change in $V_s$, because part of it ends up across the silica as the sheath grows. Its size is estimated after (\ref{drift}).

The ramp cannot go on indefinitely. In 2 $\mu$s the electrode falls by 290 V and the surface collects 2 nC/cm$^2$. A positive pulse must then draw in electrons to remove this charge before the next step and ramp.

\subsection*{What a slightly wrong ramp does}

Let the electrode fall at a general rate $R=-dV_b/dt$. The plasma potential is fixed, so $dV_s/dt=-dV/dt$, and the displacement current through the silica is
\begin{equation}
C\frac{d(V_s-V_b)}{dt}=C\left(R-\frac{dV}{dt}\right).
\label{silicacurrent}
\end{equation}
In one dimension the total current, particle plus displacement, is the same through every plane. Compare (\ref{silicacurrent}) with a fixed plane in the plasma just outside the sheath, where the field is negligible. For this estimate let $J$ be carried by ions alone, and neglect electrons that reach the wafer. If the sheath grows, electrons are pushed back through the plane into the plasma. Negative charge moving away from the wafer is a positive current towards it, so
\begin{equation}
C\left(R-\frac{dV}{dt}\right)=J-e\frac{dN_e}{dt},
\end{equation}
where $N_e$ is the number of electrons per unit area between the plane and the wafer.

To find $N_e$, let $U$ be the voltage drop from the sheath edge to a point inside the sheath. Write the electron temperature $T_e$ in volts, so that the electron density is $n_se^{-U/T_e}$, with $n_s$ the density at the edge. The electrons missing from the sheath, relative to uniform density $n_s$, number
\begin{equation}
\int n_s\left(1-e^{-U/T_e}\right)dx
=\int_0^V\frac{n_s\left(1-e^{-U/T_e}\right)}{E(U)}\,dU ,
\end{equation}
because $E=dU/dx$. If $V$ changes slowly compared with the ion transit time, the sheath passes through steady profiles. In these $E(U)$ is fixed by conditions at the edge and does not depend on $V$, as shown below. Differentiating with respect to the upper limit gives
\begin{equation}
K\equiv-e\frac{dN_e}{dV}=\frac{en_s\left(1-e^{-V/T_e}\right)}{E_s}
\simeq\frac{en_s}{E_s}\qquad(V\gg T_e).
\end{equation}
The current balance becomes $CR-C\,dV/dt=J+K\,dV/dt$. Collecting the terms in $dV/dt$,
\begin{equation}
\frac{dV}{dt}=\frac{CR-J}{C+K}.
\label{drift}
\end{equation}
It vanishes at $R=J/C$, whatever $K$ is. For $K\ll C$ the sheath voltage takes up the whole ramp error, $R-J/C$. For $K\gg C$ the sheath hardly responds.

The same balance gives the size of the initial step. Let the electrode drop suddenly by $S$ and then follow the right ramp. Integrating the current balance until the sheath has settled gives
\begin{equation}
S=V_2-V_1+\frac{1}{C}\int_{V_1}^{V_2}K\,dV ,
\end{equation}
where $V_1$ and $V_2$ are the settled sheath voltages before and after. To go from a floating surface at 13.5 V to 50 V, with the ion entry speed used in the simulation below, $S$ is about 57 V, although the wanted change is only 36.5 V. The sheath voltage jumps at once to between 58 and 59 V; as the ions readjust, the excess falls to about 2 V after 0.2 $\mu$s and about 0.6 V after 0.5 $\mu$s. This step is for a settled, floating surface. A short reset pulse may leave the surface at another potential, and the step must then be readjusted.

For $K$ we need $E_s$. Cold ions of mass $M$ enter at speed $v_0$. Energy conservation gives $v^2=v_0^2+2eU/M$, and constant flux gives $n_i=n_sv_0/v$. Poisson's equation is $\varepsilon_0\,dE/dx=e(n_i-n_e)$. Multiplying by $E=dU/dx$ turns the left side into $d(\varepsilon_0E^2/2)/dx$. Integrating from the edge, where $E$ is taken as zero,
\begin{align}
\frac{\varepsilon_0E_s^2}{2}
&=en_s\int_0^V\left[\left(1+\frac{2eU}{Mv_0^2}\right)^{-1/2}-e^{-U/T_e}\right]dU\nonumber\\
&=n_s\left[Mv_0^2\left(\sqrt{1+\frac{2eV}{Mv_0^2}}-1\right)
+eT_e\left(e^{-V/T_e}-1\right)\right].
\label{first}
\end{align}
The same integral stopped at $U$ gives $E(U)$, which confirms that it does not depend on $V$.

Take $V=50$ V, $T_e=3$ V and entry at the Bohm speed $v_0=\sqrt{eT_e/M}=2.692$ km/s. Then $Mv_0^2=eT_e$, and dropping $e^{-V/T_e}$ reduces the square bracket in (\ref{first}) to
\begin{equation}
eT_e\left(\sqrt{1+2V/T_e}-2\right)=e\times11.6\ \mathrm{V}.
\end{equation}
With $en_s=J/v_0$ this gives $E_s=0.986$ kV/cm and $K=3.77$ pF/cm$^2$. A ramp 1\% too steep then causes
\begin{equation}
\frac{dV}{dt}=\frac{0.01\times10^{-3}\ \mathrm{A/cm^2}}
{(6.906+3.769)\times10^{-12}\ \mathrm{F/cm^2}}
\simeq0.94\ \mathrm{V/\mu s},
\end{equation}
or about 2 eV over a 2 $\mu$s ramp. This is the slow-change rate; during the first ion transit, before the ions readjust, the drift is nearer 1.2 V/$\mu$s. A ramp 1\% too shallow loses energy at practically the same rate.

This also warns against one way of calibrating the ramp. Under a flat bias, (\ref{drift}) gives an initial fall of $J/(C+K)$, not $J/C$. Taking that slope as the required ramp would give about 65\% of the right value. This formula assumes a slowly changing sheath, however, and during the first ion transit the ions have not yet readjusted. The sheath then acts more like a vacuum capacitor about 0.75 mm thick, or 1.2 pF/cm$^2$, and the early slope is nearer 85\% of the right value. Either way, the ramp found like this is too shallow.

\subsection*{A simulation that does not assume the capacitor formula}

I followed argon ions by Newton's law through a sheath with Boltzmann electrons, solving Poisson's equation on a grid through 2 mm of gas and the silica. The ions entered at 1.2 times the Bohm speed, so that disturbances were carried towards the wafer. The sheath first settled with the surface held at 50 V below the edge. The surface was then released for 1.5 $\mu$s under three different biases, with the ion supply unchanged.

The expected impact energy is 52.16 eV, including the entry energy. With ramp (\ref{ramp}), all impacts lay between 52.10 and 52.15 eV. With a flat bias, the energy fell from 52.15 to 15.69 eV. With a ramp 10\% too steep, the sheath voltage rose at 10.2 V/$\mu$s over the last microsecond. Equation (\ref{drift}), evaluated at the mean voltage of that interval and with the simulated entry speed, also gives 10.2 V/$\mu$s.

The flat-bias case stops falling because plasma electrons begin to reach the surface. Their flux is the random thermal flux reduced by the Boltzmann factor, so their current relative to that of the ions is
\begin{equation}
\frac{J_e}{J_i}=\frac{1}{v_0}\sqrt{\frac{eT_e}{2\pi m_e}}\;e^{-V/T_e}.
\label{electrons}
\end{equation}
Setting this to one gives $V=T_e\ln\left[\sqrt{M/(2\pi m_e)}/1.2\right]\simeq13.5$ V, in agreement with the simulated final value of 13.51 V. At 50 V and Bohm entry the ratio is $6\times10^{-6}$, so these electrons do not affect your ramp.

\subsection*{Corrections on a real wafer}

\textbf{Secondary electrons.} If your 1 mA/cm$^2$ is the ion current alone, each emitted electron leaves an additional positive charge behind. For a rough yield of 0.1 electron per ion, $J$ becomes 1.1 mA/cm$^2$ and the ramp must be 14.5 V/$\mu$s steeper.

\textbf{A gap under the wafer.} The displacement in a gap of width $g$ equals that in the silica, and it grows at rate $J$. The voltage across the gap therefore grows at $Jg/\varepsilon_0$, and
\begin{equation}
R=J\left(\frac{d}{\varepsilon_0\varepsilon_r}+\frac{g}{\varepsilon_0}\right).
\end{equation}
A 10 $\mu$m gap adds 11.3 V/$\mu$s. It matters because 0.5 mm of silica is electrically equivalent to just $0.5/3.9=0.13$ mm of vacuum. With both corrections the ramp is $1.1\times(144.8+11.3)\simeq172$ V/$\mu$s. An insulating layer on the electrode enters in the same way, with its own thickness divided by its permittivity.

\textbf{Amplifier current.} With constant $V_s$, equation (\ref{silicacurrent}) gives a current density $J$ through the silica. A 200 mm wafer therefore takes 0.314 A. Stray capacitance from the electrode to ground takes additional current in parallel. It loads the amplifier but does not change the required ramp, so it must be subtracted if you infer $J$ from the amplifier current.

\textbf{Transit and collisions.} A rough sheath thickness follows by neglecting the electrons and the entry speed. The ion charge density is then $J/\sqrt{2eU/M}$, and integrating Poisson's equation as before gives
\begin{equation}
\frac{\varepsilon_0E^2}{2}=2J\sqrt{\frac{M}{2e}}\,U^{1/2}.
\end{equation}
Hence $E=AU^{1/4}$ with $A^2=(4J/\varepsilon_0)\sqrt{M/2e}$, and the thickness is
\begin{equation}
s=\int_0^V\frac{dU}{E}=\frac{4V^{3/4}}{3A},
\qquad
s^2=\frac{4\varepsilon_0}{9J}\sqrt{\frac{2e}{M}}\,V^{3/2}.
\end{equation}
This is the Child law, and here $s=0.553$ mm. Stopping the integral at $U$ shows that distance from the edge grows as $U^{3/4}$, so $v\propto U^{1/2}\propto x^{2/3}$. The transit time is
\begin{equation}
\int_0^s\frac{dx}{v_f(x/s)^{2/3}}=\frac{3s}{v_f}=0.107\ \mathrm{\mu s},
\end{equation}
with impact speed $v_f=\sqrt{2eV/M}=15.5$ km/s. That is about 5\% of a 2 $\mu$s ramp, so ions caught in flight by the initial step form a small group, a few per cent, with very different energies. The overshoot after the step lasts longer than one transit: for the 57 V step above and a 2 $\mu$s ramp, about 15\% of the ions land more than 1 eV from the final energy and about a quarter more than 0.5 eV from it, most of them on the high side, by up to about 1.4 eV.

At 5 mTorr and 300 K, a rough collision cross-section of $10^{-14}$ cm$^2$ gives a mean free path of 6.2 mm. Over the Child thickness, a fraction $1-e^{-0.553/6.2}\simeq8.5\%$ of the ions collide. The electrons and the entry speed, neglected in that estimate, make the real sheath thicker. Its edge is not sharp. For Bohm entry, measured from where the potential has dropped by $T_e$ or $T_e/2$, it is 0.8 to 0.9 mm thick and the fraction is 12 to 14\%; measured from a drop of $0.1\,T_e$ it is 1.3 mm and 19\%, but collisions in that outer part cost little energy. The ramp still holds the sheath voltage if $J$ is steady, but ions that collide can arrive with less energy.

\textbf{Reset, leakage and breakdown.} If the positive pulse admits the full thermal electron flux, (\ref{electrons}) without its exponential gives an electron current about 108 times the ion current. Removing the charge from a 2 $\mu$s ramp then takes roughly 19 ns; a weaker electron flux takes longer. This is a lower bound: the full flux flows only while the surface stays at the sheath-edge potential, so the electrode has to rise by about 290 V within that time. On a 200 mm wafer the full flux would also draw about 34 A through the electrode, so the amplifier or the plasma may well set a longer reset time. For a rough resistivity of $10^{16}$ ohm cm, charge leaks through the silica in about an hour. The field added to the silica during the ramp is 0.0058 MV/cm. Thin oxide films break down at roughly 10 MV/cm; a plate 0.5 mm thick does so at a lower field, but the margin is still large.

\subsection*{How this compares with practice}

An ion current of 1 mA/cm$^2$, a few millitorr and a few electronvolts of electron temperature are reasonable for a dense low-pressure plasma. At 50 eV, however, argon alone sputters silica only very slowly, so a useful etch rate at this energy needs help from a reactive gas or a chemically modified surface layer. Of the corrections above, secondary emission and a gap under the wafer change the required ramp. The values assumed above move the ramp from 145 to about 172 V/$\mu$s, so I would use 145 V/$\mu$s as the starting point and adjust the slope until the measured ion energy distribution is narrowest.

The steep ramp belongs to the thick insulator. For 100 nm of silica on a conducting wafer in direct contact with the electrode, at the same current density, (\ref{ramp}) scales by $100\ \mathrm{nm}/0.5\ \mathrm{mm}=2\times10^{-4}$ and gives 0.03 V/$\mu$s. Over 2 $\mu$s the surface would then charge by about 0.06 V, and a flat bias would do. The numerical output below lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
Silica thickness: 0.5 mm
Relative permittivity: 3.9
Net current density: 1 mA/cm2
Capacitance per area: 6.906 pF/cm2
Required negative ramp: 144.8 V/us
Same ramp: 1.448e+08 V/s
Chosen sheath voltage: 50 V
Electron temperature: 3 eV
Ramp time: 2 us
Electrode excursion in ramp: 289.6 V
Charge collected in ramp: 2 nC/cm2
Wafer diameter: 200 mm
Electrode current through wafer: 0.3142 A
Bohm speed: 2.692 km/s
Surface field, Bohm entry: 0.9857 kV/cm
Edge capacitance K, Bohm entry: 3.769 pF/cm2
Energy drift for 1% steep ramp: 0.937 eV/us
Entry energy at Bohm speed: 1.5 eV
Simulation: entry speed / Bohm speed: 1.2
Simulation: run length after release: 1.5 us
Simulation: expected impact energy: 52.16 eV
Simulation: lowest energy, right ramp: 52.1 eV
Simulation: highest energy, right ramp: 52.15 eV
Simulation: lowest energy, flat bias: 15.69 eV
Simulation: highest energy, flat bias: 52.15 eV
Simulation: final sheath voltage, flat bias: 13.51 V
Simulation: drift, 10% steep ramp: 10.2 V/us
Formula: drift, 10% steep ramp: 10.2 V/us
Simulation: surface field: 0.987 kV/cm
Formula: surface field: 0.986 kV/cm
Child sheath thickness: 0.553 mm
Ion transit time: 0.107 us
Transit time / ramp time: 5.3 %
Rough secondary yield: 0.1
Extra ramp if 1 mA/cm2 is ions only: 14.5 V/us
Assumed gap below wafer: 10 um
Extra ramp for gap: 11.3 V/us
Plasma-electron / ion current at surface: 6.2e-06
Least reset time at full electron flux: 19 ns
Gas pressure: 5 mTorr
Gas temperature: 300 K
Rough ion collision cross-section: 1e-14 cm2
Ion mean free path: 6.2 mm
Ions colliding in sheath: 8.5 %
Rough silica resistivity: 1e+16 ohm cm
Leakage relaxation time: 3.5e+03 s
Silica field at ramp end: 0.0058 MV/cm
Rough silica breakdown field: 10 MV/cm
\end{verbatim}
